# Multiple marginal Bohm roots with two Maxwellian electron populations: a numerical check

```python
"""
Marginal Bohm condition for cold ions and two Maxwellian electron groups.
Result under test: multiple distinct roots occur only for
    tau = Th/Tc > 5 + sqrt(24), and then only in a window of alpha.
Symbols: eta = e V / Tc, with -V the potential relative to the ion start;
alpha = hot/cold electron density ratio at eta = 0; densities are in units
of the cold density there; flux = density * sqrt(eta + start), where start
is the initial ion energy / Tc (zero for ions starting from rest).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq, fsolve


def electron_density(eta, alpha, tau):
    return np.exp(-eta) + alpha * np.exp(-eta / tau)


def flux(eta, alpha, tau, start=0.0):
    return np.sqrt(eta + start) * electron_density(eta, alpha, tau)


def bohm_balance(eta, alpha, tau, start=0.0):
    """Electron response minus ion response; zero is the marginal case."""
    response = np.exp(-eta) + alpha / tau * np.exp(-eta / tau)
    return response - electron_density(eta, alpha, tau) / (2 * (eta + start))


def alpha_of_root(eta, tau):
    return (np.exp(-eta * (1 - 1 / tau)) * (2 * eta - 1)
            / (1 - 2 * eta / tau))


def turning_points(tau):
    middle = (tau + 1) / 2
    half_gap = np.sqrt(tau**2 - 10 * tau + 1) / 2
    return (middle - half_gap) / 2, (middle + half_gap) / 2


def extrema_indices(grid, alpha, tau, start=0.0):
    signs = np.sign(np.diff(flux(grid, alpha, tau, start)))
    return np.nonzero(signs[:-1] * signs[1:] < 0)[0] + 1


def marginal_roots(alpha, tau, start=0.0):
    """Bracket by sampled flux extrema, then refine the Bohm balance."""
    grid = np.arange(0.01, tau / 2 + 1, 0.002)
    found = extrema_indices(grid, alpha, tau, start)
    return np.array([brentq(bohm_balance, grid[i - 1], grid[i + 1],
                            args=(alpha, tau, start), xtol=1e-13)
                     for i in found])


tau_critical = 5 + np.sqrt(24)
eta_critical = (3 + np.sqrt(6)) / 2
alpha_critical = tau_critical * np.exp(-np.sqrt(6))

# Triple extremum from symbolic derivatives of the flux itself.
s_eta, s_alpha, s_tau = sp.symbols("eta alpha tau", positive=True)
s_flux = sp.sqrt(s_eta) * (sp.exp(-s_eta) + s_alpha * sp.exp(-s_eta / s_tau))
derivatives = sp.lambdify((s_eta, s_alpha, s_tau),
                          [sp.diff(s_flux, s_eta, k) for k in (1, 2, 3)],
                          "numpy")
triple = fsolve(lambda p: derivatives(*p), [2.7, 0.85, 9.8], xtol=1e-12)
assert np.allclose(triple, [eta_critical, alpha_critical, tau_critical],
                   atol=1e-6, rtol=0)

# Count flux extrema for many density ratios on both sides of threshold.
alpha_scan = np.exp(np.arange(np.log(0.01), np.log(100), 0.001))
largest_count = {}
for tau_test in (2.0, 5.0, 9.8, 10.0):
    scan_grid = np.arange(0.0137, tau_test / 2 + 1, 0.01)
    counts = [len(extrema_indices(scan_grid, a, tau_test))
              for a in alpha_scan]
    assert min(counts) == 1
    largest_count[tau_test] = max(counts)
assert [largest_count[t] for t in (2.0, 5.0, 9.8, 10.0)] == [1, 1, 1, 3]

# Example inputs: rough typical argon capacitive-discharge values.
cold_eV, hot_eV, alpha = 0.25, 4.0, 0.2
cold_density = 1e16            # m^-3
pressure_mTorr, gas_K = 5.0, 300.0
edge_radius = 5e-3             # m
ion_mass = 39.948 * const.atomic_mass
tau = hot_eV / cold_eV

# Window ends: bisection on the number of sampled extrema.
eta_low, eta_high = turning_points(tau)
window = (alpha_of_root(eta_high, tau), alpha_of_root(eta_low, tau))
fine_grid = np.arange(0.01, tau / 2 + 1, 0.002)


def bisect_count(single, triple_side):
    for _ in range(45):
        trial = (single + triple_side) / 2
        if len(extrema_indices(fine_grid, trial, tau)) == 3:
            triple_side = trial
        else:
            single = trial
    return (single + triple_side) / 2


counted_window = (bisect_count(0.01, 0.3), bisect_count(2.0, 0.3))
assert np.allclose(window, counted_window, atol=1e-4, rtol=0)

roots = marginal_roots(alpha, tau)
assert len(roots) == 3
assert np.allclose(alpha_of_root(roots, tau), alpha, rtol=1e-8)


# Space-charge response at fixed flux, from continuity and Boltzmann laws.
def space_charge(eta, edge, ratio):
    ions = electron_density(edge, ratio, tau) * np.sqrt(edge / eta)
    return ions - electron_density(eta, ratio, tau)


step = 1e-4
for eta in (0.3, 1.5, 5.0, 7.9, *roots):
    slope = (space_charge(eta + step, eta, alpha)
             - space_charge(eta - step, eta, alpha)) / (2 * step)
    assert abs(slope - bohm_balance(eta, alpha, tau)) < 1e-6

# Spread of inverse temperature: its effect on the mean, and its maximum.
def inverse_temperature_moments(eta):
    weight = np.exp(-eta) / electron_density(eta, alpha, tau)
    mean = weight + (1 - weight) / tau
    variance = weight + (1 - weight) / tau**2 - mean**2
    return mean, variance


for eta in (0.5, 2.0, 5.0):
    mean_slope = (inverse_temperature_moments(eta + step)[0]
                  - inverse_temperature_moments(eta - step)[0]) / (2 * step)
    assert abs(mean_slope + inverse_temperature_moments(eta)[1]) < 1e-7
weights = np.linspace(0, 1, 200001)
means = weights + (1 - weights) / tau
variances = weights + (1 - weights) / tau**2 - means**2
spread_max = np.max(variances / means**2)
assert abs(spread_max - (tau - 1)**2 / (4 * tau)) < 1e-6

# Quasineutral radius becomes stationary, so the field diverges, at root 1.
edge_flux = flux(roots[0], alpha, tau)


def radius_ratio(eta):
    return np.sqrt(edge_flux / flux(eta, alpha, tau))


radial_slopes = [(radius_ratio(roots[0] - d) - 1) / d for d in (1e-2, 1e-3)]
assert abs(radial_slopes[0] / radial_slopes[1] - 10) < 0.5

# Charge beyond the inner root for either ordering of the flux maxima.
def maxima_difference(ratio):
    r = marginal_roots(ratio, tau)
    return flux(r[0], ratio, tau) - flux(r[2], ratio, tau)


equal_alpha = brentq(maxima_difference, 0.16, 0.6, xtol=1e-10)
comparison_alpha = 0.5
inner_comparison = marginal_roots(comparison_alpha, tau)[0]
depth = np.linspace(0.01, 60, 20000)
charge_example = space_charge(roots[0] + depth, roots[0], alpha)
charge_comparison = space_charge(inner_comparison + depth,
                                 inner_comparison, comparison_alpha)
assert alpha < equal_alpha < comparison_alpha
assert charge_example.min() > 0
assert charge_comparison.min() < 0

# A common starting energy shifts eta and rescales alpha.
gas_eV = const.k * gas_K / const.e
start = gas_eV / cold_eV
warm_roots = marginal_roots(alpha, tau, start)
scaled_alpha = alpha * np.exp(-start * (1 - 1 / tau))
shifted_roots = marginal_roots(scaled_alpha, tau) - start
assert len(warm_roots) == len(shifted_roots)
assert np.allclose(warm_roots, shifted_roots, atol=1e-9, rtol=0)

# Dimensional results and rough sizes of neglected effects.
root_volts = roots * cold_eV
speeds = np.sqrt(2 * const.e * root_volts / ion_mass)
edge_density = cold_density * electron_density(roots[0], alpha, tau)
ion_flux = edge_density * speeds[0]
current_mA_cm2 = const.e * ion_flux * 0.1
gas_density = pressure_mTorr * 1e-3 * const.torr / (const.k * gas_K)
collision_area = 1e-18         # m^2, rough ion-atom cross-section
free_path = 1 / (gas_density * collision_area)
start_ratio = radius_ratio(start)   # where e V equals k T of the gas
fall_path = (start_ratio - 1) * edge_radius
transverse_near = gas_eV * start_ratio**2
transverse_far = gas_eV * (1 + free_path / edge_radius)**2
debye = np.sqrt(const.epsilon_0 * cold_eV / (const.e * cold_density))
ionization_eV, area_slope = 15.8, 1.5e-21   # eV, m^2/eV; both rough
hot_speed = np.sqrt(8 * const.e * hot_eV / (np.pi * const.m_e))
rate = (area_slope * hot_speed * (ionization_eV + 2 * hot_eV)
        * np.exp(-ionization_eV / hot_eV))
shell_length = edge_radius * (start_ratio**3 - 1) / 3
source_fraction = (alpha * cold_density * gas_density * rate
                   * shell_length / ion_flux)

print(f"critical Th/Tc, formula: {tau_critical:.6f}")
print(f"critical Th/Tc, triple extremum: {triple[2]:.6f}")
print(f"critical eta: {eta_critical:.5f}; alpha: {alpha_critical:.5f}")
for t, count in largest_count.items():
    print(f"largest root count in alpha scan, Th/Tc={t:g}: {count}")
print(f"input Tc, Th: {cold_eV:g}, {hot_eV:g} eV; ratio {tau:g}")
print(f"input cold density: {cold_density * 1e-6:.1e} cm^-3")
print(f"input alpha: {alpha:g}; gas {pressure_mTorr:g} mTorr, {gas_K:g} K")
print(f"input edge radius: {edge_radius * 1e3:g} mm")
print(f"input argon ion mass: {ion_mass / const.atomic_mass:.3f} u")
print(f"turning points eta: {eta_low:.4f}, {eta_high:.4f}")
print(f"alpha window, formula: {window[0]:.5f} to {window[1]:.5f}")
print(f"alpha window, counted: {counted_window[0]:.5f}"
      f" to {counted_window[1]:.5f}")
print(f"largest Var/mean^2 of 1/T: {spread_max:.4f}")
for i in range(3):
    print(f"root {i + 1}: eta {roots[i]:.4f}, V {root_volts[i]:.4f} V,"
          f" speed {speeds[i]:.0f} m/s, F {flux(roots[i], alpha, tau):.4f}")
print(f"alpha for equal flux maxima: {equal_alpha:.5f}")
print(f"comparison alpha: {comparison_alpha:g};"
      f" minimum charge/(e nc0): {charge_comparison.min():.5f}")
print(f"actual edge density: {edge_density * 1e-6:.3e} cm^-3")
print(f"edge ion current density: {current_mA_cm2:.4f} mA/cm^2")
print(f"gas thermal energy kT: {gas_eV:.4f} eV")
print("roots with start energy kT: "
      + ", ".join(f"{v * cold_eV:.4f}" for v in warm_roots) + " V")
print(f"radius where eV=kT / edge radius: {start_ratio:.3f}")
print(f"transverse energy, start at eV=kT: {transverse_near:.3f} eV")
print(f"transverse energy, start one free path out:"
      f" {transverse_far:.3f} eV")
print(f"rough collision cross-section: {collision_area:.1e} m^2")
print(f"ion free path: {free_path * 1e3:.2f} mm")
print(f"fall path from eV=kT: {fall_path * 1e3:.2f} mm;"
      f" collisions {fall_path / free_path:.2f}")
print(f"cold Debye length: {debye * 1e3:.4f} mm;"
      f" / radius {debye / edge_radius:.4f}")
print(f"rough ionization threshold: {ionization_eV:g} eV")
print(f"rough cross-section slope: {area_slope:.1e} m^2/eV")
print(f"ionization source / edge flux: {source_fraction:.3f}")
print("done: every assertion held")
```

Printed output:

```
critical Th/Tc, formula: 9.898979
critical Th/Tc, triple extremum: 9.898979
critical eta: 2.72474; alpha: 0.85465
largest root count in alpha scan, Th/Tc=2: 1
largest root count in alpha scan, Th/Tc=5: 1
largest root count in alpha scan, Th/Tc=9.8: 1
largest root count in alpha scan, Th/Tc=10: 3
input Tc, Th: 0.25, 4 eV; ratio 16
input cold density: 1.0e+10 cm^-3
input alpha: 0.2; gas 5 mTorr, 300 K
input edge radius: 5 mm
input argon ion mass: 39.948 u
turning points eta: 1.7878, 6.7122
alpha window, formula: 0.14277 to 0.62061
alpha window, counted: 0.14277 to 0.62061
largest Var/mean^2 of 1/T: 3.5156
root 1: eta 0.6720, V 0.1680 V, speed 901 m/s, F 0.5758
root 2: eta 5.2685, V 1.3171 V, speed 2522 m/s, F 0.3421
root 3: eta 7.5083, V 1.8771 V, speed 3011 m/s, F 0.3443
alpha for equal flux maxima: 0.47301
comparison alpha: 0.5; minimum charge/(e nc0): -0.00722
actual edge density: 7.025e+09 cm^-3
edge ion current density: 0.1014 mA/cm^2
gas thermal energy kT: 0.0259 eV
roots with start energy kT: 0.1376, 1.3610, 1.8286 V
radius where eV=kT / edge radius: 1.276
transverse energy, start at eV=kT: 0.042 eV
transverse energy, start one free path out: 0.130 eV
rough collision cross-section: 1.0e-18 m^2
ion free path: 6.21 mm
fall path from eV=kT: 1.38 mm; collisions 0.22
cold Debye length: 0.0372 mm; / radius 0.0074
rough ionization threshold: 15.8 eV
rough cross-section slope: 1.5e-21 m^2/eV
ionization source / edge flux: 0.084
done: every assertion held
```
